The linear phonon cusp at Γ in undoped graphene

## First half: from atomic displacements to an electronic response

### 1. The physical situation

In the optical vibrations of graphene at Γ, the two atoms of each cell move against each other in the plane. At wave vector q = 0 the two in-plane directions are equivalent, so the two modes share one frequency, ω_Γ. At small q the displacement can lie along q (longitudinal optical, LO) or across it (transverse optical, TO).

If the forces between atoms had a short range, the force constants for a wave would be smooth functions of the components of q, and inversion symmetry would make the changes of both frequencies start at order q². Undoped graphene has electronic transitions of arbitrarily low energy at the Dirac points. They can carry forces over long distances and so make the frequency depend on |q|, which has a cusp at q = 0. The question is which of the two branches has this cusp, and how steep it is.

The answer derived here is for static electrons: for each position of the atoms, the electrons are in the corresponding ground state. To first order in q it is

ω_LO(q) = ω_Γ + s|q|,  ω_TO(q) = ω_Γ + O(q²).

A real vibration has a finite frequency, and near q = 0 this matters. With v the Dirac velocity and a the bond length, the static law can be used for

ω_Γ/v ≪ q ≪ 1/a.

The second half treats what happens at smaller q. The model has nearest-neighbour hopping, and electron interactions enter through the chosen values of its parameters. Temperature and doping are zero until stated otherwise.

### 2. Electrons near the Dirac points

Let the three bonds from an A atom to its B neighbours be a times the unit vectors

d₁ = (1, 0),  d₂ = (−1/2, −√3/2),  d₃ = (−1/2, √3/2).

The hopping matrix element is −t with t > 0. Bloch states on each sublattice carry the phase exp(ik·r) at the actual atomic position r. The element between A and B is then

h(k) = −t Σ_j exp(i a k·d_j).

The point K = (0, 4π/(3√3 a)) gives the three phases 1, exp(−2πi/3) and exp(2πi/3). They sum to zero, so the two bands touch there. Close to K we need the same sum weighted with the bond directions,

S = Σ_j exp(i a K·d_j) d_j.

Its components are

S_x = 1 − ½[exp(−2πi/3) + exp(2πi/3)] = 1 + ½ = 3/2,

S_y = (√3/2)[exp(2πi/3) − exp(−2πi/3)] = (√3/2)(i√3) = 3i/2.

Write the wave vector as K + k with ka ≪ 1 and expand the exponential to first order:

h(K + k) = −i t a S·k = −iħv(k_x + i k_y),  ħv = 3ta/2.

The factor −i is removed by multiplying the B basis state by i. The A–B element becomes ħv(k_x + i k_y), and its complex conjugate is the B–A element. If the basis is ordered as (B, A), the Hamiltonian is

H = ħv σ·k,

where σ = (σ_x, σ_y) are Pauli matrices acting on the two sublattices. Its energies are ±ħv|k|, and without doping the lower band is full.

At the other valley, K′ = −K, the sum S is replaced by its complex conjugate. The same change of the B phase gives the element ħv(k_x − i k_y), which is again ħvσ·k, this time with the basis ordered as (A, B). Both valleys therefore have the same form of H, each in its own basis.

### 3. How an optical displacement enters

Let u_A and u_B be the displacements of the two sublattices, and w = u_B − u_A. To first order, bond j becomes longer by d_j·w. The hopping falls with bond length d at the rate D = −dt/dd > 0, so

δt_j = −D d_j·w.

The hopping matrix element is −t_j, and its change is therefore +D d_j·w. For a uniform w the change of the A–B element at K is

Σ_j D (d_j·w) exp(i a K·d_j) = D S·w = F(w_x + i w_y),  F = 3D/2.

The B basis state must be multiplied by i here too:

iF(w_x + i w_y) = F(−w_y + i w_x) = F(W_x + i W_y),

with

W = (−w_y, w_x).

This is w turned by +90°. The combination has the same form as k_x + i k_y, so the perturbation at K is

V = F σ·W.

At K′ the sum contains S*. With the phase change it gives

iF(w_x − i w_y) = F(w_y + i w_x) = F[(−W_x) − i(−W_y)],

so there V = −Fσ·W. In both valleys the displacement acts like a shift of the wave vector:

H + V = ħv σ·(k ± F W/ħv),

with the upper sign at K. A uniform displacement thus moves the Dirac points by F|w|/ħv = D|w|/(ta), at right angles to w and in opposite directions in the two valleys.

This was tested with hopping that falls exponentially with the true bond length, for four directions of w and |w| = 10⁻⁴ a. In the first direction the calculated shift is 0.9997 of the predicted one, and the right angle and the opposite signs were confirmed.

If w varies slowly in space, the same form holds locally, V(r) = ±Fσ·W(r). Corrections to the coupling are smaller by a factor of order qa or ka. A slow wave cannot carry an electron from one valley to the other, so the valleys contribute separately.

### 4. The two polarizations drive different components

Take q along x and a standing wave of amplitude w₀.

For LO, w = w₀(1, 0) cos(qx), and hence W = w₀(0, 1) cos(qx). The field W is transverse to q and couples to σ_y.

For TO, w = w₀(0, 1) cos(qx), and hence W = −w₀(1, 0) cos(qx). The field W is longitudinal and couples to σ_x.

The 90° turn has exchanged the roles of longitudinal and transverse. A static longitudinal field can be removed from the Dirac equation. To see this, write it as a gradient,

F W = ħv ∇λ,  λ = −[F w₀/(ħvq)] sin(qx).

At K set ψ = exp(−iλ)φ. Since

−i∇[exp(−iλ)φ] = exp(−iλ)(−i∇ − ∇λ)φ,

the field cancels:

[ħvσ·(−i∇) + ħvσ·∇λ]ψ = exp(−iλ) ħvσ·(−i∇)φ.

The function φ obeys the equation without a phonon and has the same energies. At K′, where the sign of V is opposite, the phase exp(+iλ) does the same. Within the Dirac model a static TO wave therefore leaves the electronic spectrum unchanged, and no |q| term can come from it.

The LO field cannot be removed in this way, because it has a curl:

∂_x W_y − ∂_y W_x = ∂_x w_x + ∂_y w_y = ∇·w.

This curl acts on the electrons like a magnetic field of opposite sign in the two valleys. It vanishes for TO, where ∇·w = 0.

The opposite signs have another consequence. Any charge density linear in W is opposite in the two valleys, because H is the same and V changes sign. The total charge cancels, so at this order there is no electrostatic field that would screen the coupling.

### 5. The electronic energy of a static wave

For a wave coupled to σ_n, with n = x or y,

V = ½F w₀[exp(iqx) + exp(−iqx)]σ_n,

up to a sign that does not matter in second order. Each exponential moves an electron from k in the full band to k + q or k − q in the empty band. Second-order perturbation theory gives, per area,

E₂ = −¼F²w₀² g ∫ d²k/(2π)² Σ_± |⟨+,k±q|σ_n|−,k⟩|² / [ħv(|k| + |k±q|)].

Here g = 4 counts two spins and two valleys. The two terms of the sum are equal after integration: replacing k by −k turns one into the other, and reversing both wave vectors leaves the modulus of the matrix element unchanged, as the explicit elements below show. We can therefore write

E₂ = ¼F²w₀² χ_n(q),

χ_n(q) = −2g ∫ d²k/(2π)² |⟨+,k+q|σ_n|−,k⟩|² / [ħv(|k| + |k+q|)].

The function χ_n is the static response. It is negative because second-order mixing lowers the energy of the ground state.

The matrix elements follow from the spinors. For k at angle θ, the states of energy ±ħv|k| are

(1, ±exp(iθ))/√2.

Let θ₁ be the angle of the initial and θ₂ that of the final wave vector. Then

⟨+|σ_x|−⟩ = ½[exp(−iθ₂) − exp(iθ₁)],

⟨+|σ_y|−⟩ = (i/2)[exp(−iθ₂) + exp(iθ₁)].

Reversal of both wave vectors changes the sign of both exponentials, which confirms the statement above. The squared moduli are

|⟨+|σ_x|−⟩|² = ½[1 − cos(θ₁ + θ₂)],

|⟨+|σ_y|−⟩|² = ½[1 + cos(θ₁ + θ₂)].

The energy formula was also tested on the full lattice, by diagonalizing the Hamiltonian with a frozen wave eight cells long. The energy change, divided by that from the second-order lattice sum on the same set of wave vectors, is 1.0000 for both polarizations.

### 6. From the energy to the frequency

The two atoms have the same mass M. At long wavelength u_A = −w/2 and u_B = w/2, so the kinetic energy per cell is

2 · ½M(ẇ/2)² = ½(M/2)ẇ².

The relative coordinate has the mass M/2. An oscillator of frequency ω then has the potential energy ½(M/2)ω²w², and the average of cos² over the wave is ½. With A_c the area of the cell,

¼(M/2)ω²(q)w₀² = ¼C(q)w₀² + A_c · ¼F²w₀² χ_n(q).

The term C(q) holds everything except the second-order response of the electrons. Multiplication by 4/w₀² and subtraction of the same equation at q = 0 give

(M/2)[ω²(q) − ω_Γ²] = A_c F²[χ_n(q) − χ_n(0)] + O(q²).

The frequency ω_Γ already contains the electronic softening χ_n(0). The difference shows how that softening changes with wavelength.

### 7. Why the other terms start at q²

For a fixed direction of w, forces of short range give a function C(q) that is smooth in the components of q. Inversion about the centre of a bond exchanges A and B and reverses displacements. It sends u_B(r) to −u_A(−r) and u_A(r) to −u_B(−r), so that w(r) goes to w(−r). The stiffness for w is therefore even in q. A smooth even function has no linear term. The LO and TO directions turn with q, but C(0) is the same for every direction of w, so C changes only at order q² in both branches.

The second-order change of hopping with w belongs to this group. It gives an energy proportional to the square of the local bond change, and the finite length of the bond alters its average only at order q².

Acoustic motion mixes with optical motion through an element of order q, since a uniform translation produces no force. The resulting change of ω² is the square of that element divided by the difference of the squared frequencies, which is of order q².

Corrections to the Dirac electrons contain additional powers of ka or qa. By power counting, each one raises the non-smooth part of the response by one power of q, so none can add to a term in |q|. This argument is less strict than the others. The whole-zone sums in the second half test its result.

## Second half: the response, its limits and its size

### 8. Symbols and results carried over

The relative displacement is w = u_B − u_A, the coupling is F = 3D/2, and ħv = 3ta/2, with t the hopping, a the bond length and D the fall of t per bond length. The cell area is A_c, the atomic mass M, and g = 4 counts spins and valleys. With q along x, TO is governed by χ_x and LO by χ_y. The frequencies follow from

(M/2)[ω²(q) − ω_Γ²] = A_c F²[χ_n(q) − χ_n(0)] + O(q²).

We shift the integration variable so that the wave vectors before and after the transition are k₁ = k − q/2 and k₂ = k + q/2. Their lengths are written k₁ and k₂, and their angles θ₁ and θ₂. Inserting the squared matrix elements gives

χ_x,y = −(g/ħv) ∫ d²k/(2π)² [1 ∓ cos(θ₁ + θ₂)]/(k₁ + k₂),

with the upper sign for x.

### 9. Elliptic coordinates

The integrand depends on the distances of k from the two points ±q/2. Coordinates with these points as foci are

k_x = (q/2) cosh μ cos ν,  k_y = (q/2) sinh μ sin ν,

with μ ≥ 0 and 0 ≤ ν < 2π. The squared distances are

(k_x ± q/2)² + k_y² = (q²/4)[(cosh μ cos ν ± 1)² + (cosh²μ − 1)(1 − cos²ν)].

After expansion, the terms cosh²μ cos²ν cancel and so do the constants. What remains in the bracket is cosh²μ ± 2 cosh μ cos ν + cos²ν, a perfect square. Hence

k₂ = (q/2)(cosh μ + cos ν),  k₁ = (q/2)(cosh μ − cos ν),

k₁ + k₂ = q cosh μ.

The area element is

d²k = (q²/4)(sinh²μ cos²ν + cosh²μ sin²ν) dμ dν = (q²/4)(cosh²μ − cos²ν) dμ dν = k₁k₂ dμ dν.

The factor k₁k₂ can be joined to the numerator. If each vector is written as a complex number k_x + i k_y, the real part of the product of the two is

k₁k₂ cos(θ₁ + θ₂) = (k_x − q/2)(k_x + q/2) − k_y² = (q²/4)(2 cosh²μ cos²ν − cosh²μ − cos²ν).

Subtraction from, or addition to, k₁k₂ = (q²/4)(cosh²μ − cos²ν) gives

k₁k₂[1 − cos(θ₁ + θ₂)] = (q²/2) cosh²μ sin²ν,

k₁k₂[1 + cos(θ₁ + θ₂)] = (q²/2) sinh²μ cos²ν.

### 10. The static response

Each integral grows with the upper limit of k, so we keep the transitions whose energy is below 2ħvΛ. This means k₁ + k₂ < 2Λ, or μ < μ_m with q cosh μ_m = 2Λ. In a crystal, transitions above the limit contribute smoothly in q. The integration over ν gives ∫ sin²ν dν = ∫ cos²ν dν = π. For TO,

χ_x = −[g/(4π²ħv)] (πq/2) ∫₀^{μ_m} cosh μ dμ = −[gq/(8πħv)] sinh μ_m.

From the definition of μ_m,

q sinh μ_m = √(4Λ² − q²) = 2Λ − q²/(4Λ) + …

and so

χ_x(q) = −gΛ/(4πħv) + O(q²/Λ).

There is no linear term. For LO the integrand is

sinh²μ/cosh μ = cosh μ − 1/cosh μ.

The first part repeats the TO result. The second converges, and for Λ ≫ q its limit may be extended to infinity:

∫₀^∞ dμ/cosh μ = [2 arctan(exp μ)]₀^∞ = π − π/2 = π/2.

The two minus signs combine to a plus, and

χ_y(q) = χ_x(q) + [gq/(8πħv)](π/2) = χ_x(q) + gq/(16ħv).

At q = 0 both responses equal −gΛ/(4πħv). For TO this constant seems to conflict with the removal of the field by a phase. The limit Λ is fixed in wave vector, however, and does not follow the shifted Dirac points. The constant therefore depends on the limiting procedure. It belongs to ω_Γ and cancels in the difference.

Direct integration with the spinors in ordinary polar coordinates gives 0.99995 for 16ħv[χ_y(q) − χ_y(0)]/(gq), where the derivation gives 1. For χ_x it gives 0.00001, where the derivation gives 0.

### 11. The cusp

Inserting χ_y with g = 4 into the frequency equation yields

ω_LO² = ω_Γ² + A_c F² q/(2Mħv) + O(q²).

For a small change, ω_LO² − ω_Γ² ≈ 2ω_Γ(ω_LO − ω_Γ). Therefore

ω_LO(q) = ω_Γ + s|q|,  s = A_c F²/(4Mω_Γħv).

For TO the linear term is absent. The absolute value appears because the response depends on the length of q. The slope is the same in every direction, since the Dirac Hamiltonian has no preferred axis.

The sign is positive because a finite q weakens the electronic softening of LO. For a given q the lowest transition energy is ħvq, whereas at q = 0 it is zero. With the matrix elements held at their q = 0 values, this rise of the energies would raise both branches. The matrix elements change too. The squared elements of σ_x and σ_y add up to 1, so whatever one gains the other loses. For TO this change cancels the effect of the energies at linear order, and for LO it adds to it.

Sums over the whole Brillouin zone of the lattice test the slopes without the Dirac approximation. The parameters are those of section 14, and the slope was taken from a cubic fit for q between about 0.33 and 1.25 nm⁻¹. For LO it is 1.807 meV nm both toward M and toward K, and the formula gives the same value to three decimals. For TO it is zero to four decimals in both directions. Doubling the mesh of the sums at nonzero q from 450 to 900 points per axis changes the LO slope toward M by 0.002 meV nm. On a fine mesh, a shifted range of q or a quartic fit moves it by up to about 0.001 meV nm, so the last digit is uncertain; a quadratic fit is not sufficient and gives a slope about 1% too high.

### 12. What a finite phonon frequency changes

For a drive that oscillates at frequency Ω, a transition of energy E responds with two denominators, E − ħΩ and E + ħΩ. The static factor 2/E is replaced by

1/(E − ħΩ) + 1/(E + ħΩ) = 2E/(E² − ħ²Ω²).

Here E = ħvq cosh μ. Let κ = Ω/v, and take q > κ at first, so that no denominator vanishes. The factor 1/cosh μ in the static integrals becomes cosh μ/(cosh²μ − κ²/q²). With x = sinh μ, dx = cosh μ dμ and b² = 1 − κ²/q², the TO integral is

∫ (1 + x²)/(x² + b²) dx = ∫ [1 + (κ²/q²)/(x² + b²)] dx = x_m + πκ²/(2q²b),

and the LO integral is

∫ x²/(x² + b²) dx = x_m − πb/2.

Here x_m = sinh μ_m, and the convergent parts are extended to infinity. Multiplication by −gq/(8πħv) gives, apart from the constant common to both,

χ_x → −(g/16ħv) κ²/√(q² − κ²),

χ_y → +(g/16ħv) √(q² − κ²).

The static terms return for κ = 0. As a test, the spinor integrals were evaluated at imaginary frequency, where κ² is negative. For |κ| = 0.7q and 1.5q, they agree with these expressions within 0.015 in units of gq/(16ħv).

As long as the shifts are small compared with ω_Γ, we may set Ω = ω_Γ and κ = ω_Γ/v. The frequency changes are then

LO: s√(q² − κ²),  TO: −sκ²/√(q² − κ²).

For q ≫ κ the LO change tends to s|q| and the TO change to zero. As q approaches κ from above, the linear LO law fails and the TO expression grows without bound. Close to that threshold neither the first-order shift nor the choice Ω = ω_Γ is adequate for TO.

For q < κ the phonon can create electron–hole pairs. A response that follows its cause requires Ω to have a small positive imaginary part, which makes the root equal to −i√(κ² − q²). At q = 0 both branches then have the same change, −isκ. The real part of the frequency is unshifted, and the static cusp has been replaced by damping. The amplitude decays as exp(−sκt) and the energy as exp(−2sκt), so the full width is

Γ = 2ħsκ.

The golden rule gives the same width by another route. For N cells, the squared displacement element for absorbing one phonon is ħ/(Mω_Γ N), because the relative mass is M/2. The angular average of the squared spinor element is ½. The density of pairs is

∫ d²k/(2π)² δ(2ħvk − ħω_Γ) = (1/2π)(κ/2)/(2ħv) = κ/(8πħv).

With N A_c the total area,

Γ = 2πF² [ħ/(Mω_Γ)] A_c · 4 · ½ · κ/(8πħv) = A_c F² κ/(2Mω_Γ v) = 2ħsκ.

This holds for an empty upper and a full lower band.

### 13. Temperature and doping

Within the static response, temperature T introduces the energy k_BT, to be compared with ħvq. Since no other scale exists without doping, the difference χ_y(q) − χ_y(0) must be q times a function of k_BT/(ħvq). The numerical response at k_BT = 2ħvq is 1.995 times that at k_BT = 4ħvq. It is thus nearly proportional to 1/T, which turns the factor q into q²/T. Heat rounds the tip of the static cusp into a parabola.

Doping introduces the Fermi wave vector k_F. Carriers block some transitions between the bands and allow new ones within a band; the calculation includes both. At k_F = q and k_BT = 0.1ħvq, only 0.4% of the undoped linear term remains. A static cusp measured at small q therefore needs 2k_F well below q.

### 14. A worked example

The parameters are round values in the rough regime of graphene: a = 0.142 nm, t = 2.7 eV, D = 45 eV/nm, M = 12 u and ħω_Γ = 0.20 eV. They give

A_c = (3√3/2)a² = 0.05239 nm²,

ħv = 1.5 × 2.7 × 0.142 = 0.5751 eV nm,

F = 1.5 × 45 = 67.5 eV/nm.

With ħ²/M = 3.4835 × 10⁻⁶ eV nm², the slope in energy is

ħs = A_c F²(ħ²/M)/(4 ħω_Γ ħv)

= 0.05239 × 67.5² × 3.4835 × 10⁻⁶/(4 × 0.20 × 0.5751) eV nm

= 1.81 meV nm.

At q = 1 nm⁻¹ the static LO shift is 1.81 meV, or 14.6 cm⁻¹. Keeping the square root unexpanded gives 1.80 meV.

The static condition is met only moderately, since κ = 0.20/0.5751 = 0.348 nm⁻¹. The root is √(1 − 0.348²) = 0.94, which lowers the LO shift to 1.69 meV. The TO shift becomes −0.23 meV. At Γ the width is 2 × 1.81 × 0.348 = 1.26 meV, and a numerical golden-rule integral gives the same value.

The remaining estimates are for static electrons at the same q. At 300 K, k_BT = 25.9 meV is small against ħvq = 575 meV, and the LO shift is 1.80 meV. If 10¹² carriers per cm² are added, 2k_F = 0.354 nm⁻¹ and the shift falls to 1.74 meV, about 3.5% below the undoped value at zero temperature. This estimate is for electrons at 300 K, but it takes the zero-temperature Fermi energy, 102 meV, as the chemical potential. At 300 K the chemical potential for the same density is lower, about 91 meV, and the shift is then 1.76 meV, or 2.7% below the undoped value.

The second-order response of the lattice electrons gives an LO shift of 1.87 meV toward M, against 1.80 meV from the linear response with the root kept. It also gives TO a shift of 0.03 meV. These differences measure the curvature of this response alone. The second-order change of hopping with w, described in section 7, adds a q² term of similar size: if the hopping falls exponentially with bond length, it is about 0.07 meV for LO and −0.01 meV for TO. The mechanical springs add a further q² term. Neither term is included in the shifts above, so these numbers are not complete phonon dispersions.

### 15. Beside real graphene

The bond length, phonon energy and hopping used here are close to usual values for graphene. Its Dirac velocity is often taken as roughly 10⁶ m/s, or ħv ≈ 0.66 eV nm. With F held fixed, this would lower the calculated slope by about 13%. Interactions can change F as well, and that effect is not sized here. A real sample can also be doped, which the main result excludes. At 10¹² cm⁻² the effect on the LO shift at the example's q is the few per cent found above. At 10¹³ cm⁻², k_F is larger by √10 and 2k_F becomes 1.12 nm⁻¹, which exceeds the example's q; most of the static linear shift can then be expected to disappear. These estimates are for static electrons. At the real phonon frequency, doping also moves the frequency at Γ itself, in this model upward by about 1 meV at 10¹³ cm⁻² and 300 K, so a measured dispersion of a doped sheet needs the dynamic response. The width at Γ is much more sensitive to carriers than the shift at q = 1 nm⁻¹. It is multiplied by the difference of the occupations at −ħω_Γ/2 and +ħω_Γ/2, so at 300 K it falls from 1.26 meV to 1.21 meV without doping, to about 0.74 meV at 10¹² cm⁻², where the chemical potential lies near ħω_Γ/2, and practically to zero at 10¹³ cm⁻². Finite frequency remains important even in a clean, undoped sheet: below about 0.35 nm⁻¹ in this model, the linear static law does not describe the vibration. The numerical output below lists the main values of the worked example.

Computed results

```
INPUTS (round values, rough regime of graphene)
bond length a: 0.142 nm
hopping t: 2.70 eV
hopping fall D: 45.0 eV/nm
atomic mass M: 12.0 u
optical energy at Gamma: 0.20 eV
example wave number q: 1.00 1/nm
STATIC RESULT
cell area: 0.05239 nm^2
hbar v: 0.5751 eV nm
coupling F: 67.50 eV/nm
hbar^2/M: 3.4835e-06 eV nm^2
LO slope hbar s: 1.8072 meV nm
LO slope, converted: 14.58 cm^-1 nm
static LO shift at q: 1.807 meV
static LO shift, converted: 14.58 cm^-1
same shift without expanding the root: 1.799 meV
CHECKS
Dirac-point shift / predicted, first direction: 0.99974
Dirac quadrature, 16 chi_transverse: 0.99995
Dirac quadrature, 16 chi_longitudinal: 0.00001
frozen phonon / response formula, LO: 1.00000
frozen phonon / response formula, TO: 1.00000
lattice LO slope toward M: 1.8074 meV nm
lattice LO slope toward K: 1.8074 meV nm
lattice TO slope toward M: -0.0000 meV nm
lattice TO slope toward K: -0.0000 meV nm
LO slope change, mesh 450 to 900: 0.00207 meV nm
hot response ratio, kT = 2 and 4 hbar v q: 1.995
response left at k_F = q, kT = 0.1 hbar v q: 0.0040
NEGLECTED EFFECTS AT THE EXAMPLE q
threshold omega/v: 0.348 1/nm
LO shift with finite frequency: 1.694 meV
TO shift with finite frequency: -0.233 meV
full width at Gamma: 1.257 meV
full width at Gamma, golden rule: 1.257 meV
temperature: 300 K
thermal energy kT: 25.85 meV
static LO shift at this temperature: 1.801 meV
carrier density for the doping estimate: 1.0e+12 cm^-2
2 k_F at this density: 0.354 1/nm
Fermi energy (zero-temperature estimate): 101.9 meV
static LO shift, warm and doped: 1.744 meV
LO shift from lattice electrons toward M: 1.867 meV
TO shift from lattice electrons toward M: 0.028 meV
```
